# Shell conductivity of a bilayer thermal cloak in two dimensions

## Problem

A wide steel plate, 2 mm thick, carries steady heat conduction with a uniform temperature gradient \(g=0.50\) K/mm along \(x\), about a mean temperature of 320 K. Its conductivity is \(k_b=15\) W/(m K). A round object is set into the plate and wrapped in an insulating layer of outer radius \(b=10\) mm. Around this layer lies a conducting shell that reaches to \(c=20\) mm.

Which shell conductivity \(k_s\) leaves the temperature for \(r>c\) as it would be in the plain plate? Treat the inner layer first as a perfect insulator and the joint between shell and plate as perfect. Then find how much disturbance real materials leave.

Temperatures \(T\) are measured from the mean, and \(x=r\cos\varphi\). The temperature is taken as uniform through the thickness, and heat loss from the faces is neglected until the end.

## A tempting solution

Consider the line \(x=0\), which cuts the device in half. In the plain plate, the heat crossing this line between \(r=0\) and \(r=c\) on one side of the centre is, per unit thickness, \(k_b g c\). With the insulated core in place, the same heat must pass through the shell, whose width is \(c-b\). Hence

\[
k_s\,g\,(c-b)=k_b\,g\,c ,\qquad \frac{k_s}{k_b}=\frac{c}{c-b}=2 .
\]

The shell should then have 30 W/(m K).

## Where it fails

The heat balance is sound. If the outside field is undisturbed, the heat entering the shell through its outer edge is that of the plain plate. None of it can enter the core, and by symmetry none crosses the axis \(y=0\).

The fault is the factor \(g\) on the left. It assumes that the gradient in the shell equals the gradient far away. Heat that bends around an obstacle is crowded against it, so the gradient there must be found from the conduction equation.

## Solution

**The fields.** In each uniform region, \(\nabla^2T=0\). The applied field \(gr\cos\varphi\) has the angular form \(\cos\varphi\), and circular boundaries do not mix angular forms, so we try \(T=F(r)\cos\varphi\):

\[
F''+\frac{F'}{r}-\frac{F}{r^2}=0 .
\]

Inserting \(F=r^n\) gives \(n(n-1)+n-1=n^2-1=0\), so \(F\) is a combination of \(r\) and \(1/r\). Outside, the gradient must tend to \(g\), and we write

\[
T=g\left(r+\frac{p\,c^2}{r}\right)\cos\varphi ,\qquad r>c .
\]

The number \(p\) measures the disturbance. Its largest value in kelvin is \(gc|p|\), reached at \(r=c\), where \(gc=10\) K.

In the shell, \(T=(\alpha r+\beta/r)\cos\varphi\). No heat enters the core, so \(\partial T/\partial r=0\) at \(r=b\). This gives \(\alpha-\beta/b^2=0\), or \(\beta=\alpha b^2\). With \(\alpha=Ag\),

\[
T=Ag\left(r+\frac{b^2}{r}\right)\cos\varphi ,\qquad b<r<c .
\]

**Matching at \(r=c\).** Continuity of \(T\), divided by \(gc\cos\varphi\), and continuity of \(k\,\partial T/\partial r\), divided by \(g\cos\varphi\), give

\[
A\left(1+\frac{b^2}{c^2}\right)=1+p,\qquad
k_sA\left(1-\frac{b^2}{c^2}\right)=k_b(1-p).
\]

Dividing the second by the first removes \(A\):

\[
k_{\rm eff}\equiv k_s\,\frac{c^2-b^2}{c^2+b^2}=k_b\,\frac{1-p}{1+p},
\qquad
p=\frac{k_b-k_{\rm eff}}{k_b+k_{\rm eff}} .
\]

Seen from outside, core and shell act on this field as a uniform disc of conductivity \(k_{\rm eff}\). The disturbance vanishes if and only if \(k_{\rm eff}=k_b\):

\[
\boxed{\frac{k_s}{k_b}=\frac{c^2+b^2}{c^2-b^2}}
\]

For \(c=2b\) this is \((4+1)/(4-1)=5/3\), so \(k_s=25\) W/(m K).

**Repairing the first argument.** With \(p=0\), \(A=c^2/(c^2+b^2)=4/5\). On the line \(x=0\), the gradient along \(x\) is \(Ag(1+b^2/r^2)\). Its mean over the shell is

\[
\frac{Ag}{c-b}\int_b^c\left(1+\frac{b^2}{r^2}\right)dr
=\frac{Ag}{c-b}\left(c-\frac{b^2}{c}\right)
=0.8\,g\times\frac{15}{10}=1.2\,g .
\]

The required ratio is therefore \(2/1.2=5/3\). The heat carried on each side is \(k_bgc=150\) W/m, or 0.30 W in the 2 mm plate. At \(r=b\) the flux density reaches \(2Ak_sg=20\) kW/m², against 7.5 kW/m² in the plain plate.

**What the error costs.** The shell with \(k_s=2k_b\) has \(k_{\rm eff}=1.2\,k_b\), hence \(p=-0.2/2.2=-0.091\) and a disturbance of 0.91 K. Without a special shell, \(k_s=k_b\), we have \(k_{\rm eff}=0.6\,k_b\), \(p=0.25\) and 2.5 K.

**Limits.** As \(b\to0\) the ratio tends to 1, since there is nothing left to hide. For a thin shell of width \(d=c-b\ll b\), it tends to \(2b^2/(2bd)=b/d\), so a thin cloak needs a very good conductor.

## A field that is not uniform

Suppose that the applied field is \(r^m\cos m\varphi\). The same steps apply with \(r^{\pm m}\). Zero flux at \(b\) gives the shell field \(r^m+b^{2m}r^{-m}\), and the common factor \(m/c\) in the fluxes at \(c\) cancels. Thus

\[
k_{\rm eff}^{(m)}=k_s\,\frac{c^{2m}-b^{2m}}{c^{2m}+b^{2m}} .
\]

For \(m=2\) and \(c=2b\), cloaking needs \(k_s/k_b=17/15\approx1.13\), not 5/3. The shell designed for a uniform gradient has \(k_{\rm eff}^{(2)}=\tfrac53\cdot\tfrac{15}{17}k_b=\tfrac{25}{17}k_b\). Its disturbance at \(r=c\), relative to the applied harmonic there, is

\[
p_2=\frac{1-25/17}{1+25/17}=-\frac{4}{21}\approx-0.19 .
\]

The insulated core with \(k_s=k_b\) would give \((1-15/17)/(1+15/17)=1/16\). For this harmonic the cloak disturbs the plate more than the bare hole does. The cancellation is exact only for a uniform gradient. The field of a nearby hot spot also contains higher harmonics, which this shell does not hide.

## Real materials

**Foam instead of a perfect insulator.** Let the object have radius \(a=8\) mm and \(k_o=400\) W/(m K), and let the foam have \(k_f=0.03\) W/(m K). Consider any disc of conductivity \(k_1\) and radius \(r_1\), coated with \(k_2\) out to \(r_2\). In the coat, \(T=(\alpha r+\beta/r)\cos\varphi\). Matching at \(r_1\) requires

\[
k_2\,\frac{\alpha-\beta/r_1^2}{\alpha+\beta/r_1^2}=k_1
\quad\Rightarrow\quad
\frac{\beta}{r_1^2}=s\,\alpha,\qquad s=\frac{k_2-k_1}{k_2+k_1}.
\]

At \(r_2\), \(\beta/r_2^2=fs\alpha\) with \(f=r_1^2/r_2^2\), so the coated disc acts as one of conductivity

\[
k_{12}=k_2\,\frac{1-fs}{1+fs}.
\]

For object and foam, \(f=0.64\) and \(s\approx-1\), which gives \(k_c=0.03\times1.64/0.36=0.137\) W/(m K). Using the formula again for this core inside the shell, with \(f=1/4\), gives \(k_{\rm eff}=15.09\) W/(m K) and \(p=-0.0029\), a disturbance of 0.029 K. Setting \(k_{\rm eff}=k_b\) instead gives

\[
3k_s^2+5(k_c-k_b)k_s-3k_bk_c=0 ,
\]

whose positive root is 24.9 W/(m K). The foam's small leakage calls for a slightly poorer shell.

The object is also shielded. The shell temperature at \(r=b\) has amplitude \(2Agb=8\) K, so in the foam \(\alpha=8\,\text{K}/[10\,\text{mm}\,(1-0.64)]=2.2\) K/mm. The gradient in the object is \(\alpha(1+s)=2\alpha k_f/(k_f+k_o)=3.3\times10^{-4}\) K/mm, or 0.005 K across its 16 mm.

**Joint resistance.** Let the joint at \(r=c\) have resistance \(R\) per unit area. The flux through it is \(k_{\rm eff}T_{\rm in}/c\), directed inwards where \(T_{\rm in}>0\), so \(T_{\rm out}=T_{\rm in}(1+k_{\rm eff}R/c)\). The outside therefore sees \(k_{\rm eff}/(1+k_{\rm eff}R/c)\). For a shell designed without the joint, \(k_{\rm eff}=k_b\), and with \(\epsilon=k_bR/c\),

\[
p=\frac{\epsilon}{2+\epsilon}.
\]

A greased joint, roughly \(10^{-5}\) m²K/W, has \(\epsilon=0.0075\) and leaves 0.037 K. A dry one, roughly \(10^{-4}\) m²K/W, has \(\epsilon=0.075\) and leaves 0.36 K.

A better shell can compensate. The outside sees \(k_b\) if \(k_{\rm eff}=k_b/(1-\epsilon)\), which for the dry joint means \(k_s=25/0.925=27\) W/(m K). This is possible only for \(c>k_bR\), a length of 1.5 mm for the dry joint and 0.15 mm for the greased one. The ideal rule contains no length, but joints set a smallest size. Fourier's law sets another, since the layers must be much thicker than the mean free path of the heat carriers.

**Drift of conductivity with temperature.** Let the background follow \(k_b(1+\beta_TT)\) with \(\beta_T=10^{-3}\) per K, while the shell stays constant. In the background, \(\Theta=T+\beta_TT^2/2\) obeys Laplace's equation, because \(k_b\nabla\Theta\) is the full \(k\nabla T\). Take the far field as uniform in \(\Theta\). To first order \(T=\Theta-\beta_T\Theta^2/2\), and at \(r=c\)

\[
\frac{\beta_T\Theta^2}{2}=J(1+\cos2\varphi),\qquad J=\frac{\beta_T(gc)^2}{4}=0.025\ \text{K}.
\]

The constant part merely shifts the shell's temperature. For the \(\cos2\varphi\) part, let \(\Theta\) outside change by \(D(c/r)^2\). The shell amplitude at \(c\) is then \(D-J\), and equal fluxes require \(-D=\kappa(D-J)\) with \(\kappa=25/17\). Hence \(D=\kappa J/(1+\kappa)=0.015\) K.

**Comparison with a real plate.** The values 15 and 25 W/(m K) are roughly those of an austenitic and a ferritic stainless steel; the object resembles copper. Conductivities of steels vary with composition. A shell 5% too conducting gives \(p=-0.05/2.05=-0.024\), or 0.24 K.

Air takes heat from both faces, with a coefficient of roughly 10 W/(m² K) per face. A finite-volume solution, with surroundings at the mean temperature and the temperature at \(r=40\) mm held at \(gx\), gives an added disturbance of 0.04 K relative to a plain plate with the same loss. The loss also changes the plain plate itself, whose temperature amplitude at \(r=c\) falls from 10 to 9.1 K; this change is not caused by the device. Surroundings colder than the mean add a further disturbance, mainly because the insulated core draws less heat from the plate than the disc of plain plate it replaces. With the temperature on the circle \(r=40\) mm still held at \(gx\), this disturbance does not depend on \(\varphi\). For air 25 K colder it is about 0.4 K at \(r=c\) for a core that draws no heat, and about 0.24 K if foam and object lose heat through their own faces. It is thus as large as the effect of the dry joint or of the 5% error. If the plate is instead held along two straight edges, the cold air makes the plain plate sag as a function of \(x\) alone. This sag contains a \(\cos2\varphi\) part, which the shell does not hide, so the disturbance then varies with \(\varphi\) by a comparable amount. With a coefficient \(h\) per face and a plate thickness \(t\), the loss acts over a decay length \(\sqrt{k_bt/(2h)}\), here 39 mm. With surroundings at a single temperature, the gradient stays nearly uniform only if the faces are insulated so well that this length is much greater than the plate.

Each effect in the following ranking was taken alone, with the others absent and any surroundings at the mean temperature, so colder air is left out of it. Among them, the dry joint and the error in shell conductivity are the largest, yet both stay well below the 2.5 K of the bare hole.

All of this concerns the steady state. With a heat capacity of roughly 4 MJ/(m³ K), the diffusivity is \(k_b\) divided by this value, and heat needs a time of order \(c^2/(\text{diffusivity})\), about 100 s, to diffuse over a distance \(c\). If the faces are insulated and two opposite edges are held at fixed temperatures, the plate settles in a time proportional to the square of the distance between these edges. Heat loss from the faces shortens this time. The object is slow for another reason: the foam separates it from the shell. If its mean temperature has to change and its faces are insulated, it follows with a time constant equal to its heat capacity times the thermal resistance of the foam, \(Ca^2\ln(b/a)/(2k_f)\), where \(C\) is the heat capacity per volume. With the same rough value of \(C\), this is about 950 s. In air the object also exchanges heat through its own faces, which alone would give a time constant \(Ct/(2h)=400\) s. If heat loss from the faces of the foam is neglected, the two rates add, and the time constant falls to about 280 s. Loss from the foam shortens it a little further. The design rule says nothing about the field before the steady state is reached.

Numerical values quoted here were computed with a short program.
